# Case's exact decoupling in a static magnetic field and relativistic Landau levels, part 2

The problem is to find the energy levels of a Dirac electron in a uniform magnetic field, and to explain why one positive level stays at the rest energy while the others move by unequal steps.

The algebra uses atomic units, with $\hbar$, the electron mass and the elementary charge equal to 1; $c$ is the speed of light, and the rest energy $c^2$ is 510999.0 eV. The electron has charge $-1$, so its kinetic momentum is

$$\boldsymbol\pi=\mathbf p+\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .$$

There is no scalar potential, and $\mathbf A$ does not depend on time. A Dirac spinor has an upper and a lower pair of components. The Pauli matrices $\tau_i$ act on the label upper/lower, and $\sigma_i$ on spin inside each pair; $\beta=\tau_3$ is $+1$ on the upper pair and $-1$ on the lower. With the self-adjoint operator $D=\boldsymbol\sigma\cdot\boldsymbol\pi$, which acts on two-component spinors, the Hamiltonian is

$$H=c^2\tau_3+c\,D\,\tau_1 .$$

The first half decoupled the two pairs exactly by Case's transformation, the unitary $U=e^{i\tau_2\Theta/2}$ with $\Theta=\arctan(D/c)$:

$$UHU^\dagger=\beta W,\qquad W=\sqrt{c^4+c^2D^2},\qquad D^2=\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B .$$

If $W\chi=E\chi$ with $\chi$ normalized, the positive-energy Dirac state is $(\cos\frac\Theta2\chi,\sin\frac\Theta2\chi)$, and its lower pair has weight $\frac12(1-c^2/E)$. Each value of $W$ appears with both signs of the energy. At low energy $W$ becomes $c^2$ plus the Pauli Hamiltonian $\tfrac12\boldsymbol\pi^2+\tfrac12\boldsymbol\sigma\cdot\mathbf B$.

In the simple case at the start, a free electron moves along $z$ with momentum $d$ and spin up, so $D$ acts as the number $d$. For $d$ equal to 100 inverse angstrom, $cd=197327.0$ eV, the energy is 547775.4 eV and the lower weight is 0.0336.

The strong-field example has magnetic length 0.01 angstrom, a field of $6.58\times10^{8}$ tesla.

### The ladder operator and its sign

Let the field have strength $B>0$ and point along $z$. I choose $\mathbf A=(0,Bx,0)$, whose curl has the $z$ component $\partial_xA_y=B$. Then

$$\pi_x=p_x,\qquad \pi_y=p_y+Bx,\qquad \pi_z=p_z,$$

$$[\pi_x,\pi_y]=B[p_x,x]=-iB .$$

The momenta $p_y$ and $p_z$ commute with $D$. I fix their values and call them $k$ and $p_z$. States with sharp values of these momenta are plane waves along $y$ and $z$, normalized in the sense of a continuous spectrum.

The two combinations $\pi_x\pm i\pi_y$ are a raising and a lowering operator, and the sign of the commutator decides which is which. Try

$$a=\frac{\pi_x-i\pi_y}{\sqrt{2B}},\qquad a^\dagger=\frac{\pi_x+i\pi_y}{\sqrt{2B}} .$$

The commutator is

$$[a,a^\dagger]=\frac{1}{2B}\left(i[\pi_x,\pi_y]-i[\pi_y,\pi_x]\right)=\frac iB[\pi_x,\pi_y]=\frac iB(-iB)=1 .$$

So $a$ lowers. Next,

$$2Ba^\dagger a=(\pi_x+i\pi_y)(\pi_x-i\pi_y)=\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]=\pi_x^2+\pi_y^2-B ,$$

which gives

$$\pi_x^2+\pi_y^2=B(2a^\dagger a+1).$$

At fixed $k$ the left side is $p_x^2+B^2(x+k/B)^2$, a harmonic oscillator with centre $x_0=-k/B$. Its spectrum is discrete. If $a^\dagger a f=\nu f$, then $\nu\ge0$, because $\nu\|f\|^2=\|af\|^2$, and $af$ has eigenvalue $\nu-1$ unless it is zero. Repeated lowering would reach negative values if it never gave zero, so $\nu$ is an integer $n=0,1,2,\dots$ The state with $n=0$ satisfies $af=0$, or

$$f'(x)=-(k+Bx)f(x),\qquad f_0(x)\propto e^{-B(x-x_0)^2/2}.$$

It is normalizable and, as the solution of a first-order equation, unique. On states with $n\ge1$ the operator $a$ gives zero for no state except the zero vector, so two independent states with the same $n$ would lead down to two independent states with $n=0$. Conversely, if $a^\dagger af=nf$, then $a^\dagger f$ has eigenvalue $n+1$ and $\|a^\dagger f\|^2=\langle f,aa^\dagger f\rangle=(n+1)\|f\|^2\neq0$, so repeated raising of $f_0$ reaches every $n$. Each $n$ therefore occurs exactly once for each $k$.

The width of $f_0$ sets the magnetic length $\ell=1/\sqrt B$. Moving the centre $x_0$ does not change the energy, which is why the levels below do not depend on $k$.

### Orbital and spin terms combined

With spin up in the first row, the definition $D=\sigma_x\pi_x+\sigma_y\pi_y+\sigma_zp_z$ reads

$$D=\begin{pmatrix}p_z&\sqrt{2B}\,a\\ \sqrt{2B}\,a^\dagger&-p_z\end{pmatrix}.$$

In its square the off-diagonal elements cancel, because $p_z$ commutes with $a$:

$$D^2=\begin{pmatrix}p_z^2+2Baa^\dagger&0\\0&p_z^2+2Ba^\dagger a\end{pmatrix}.$$

Since $aa^\dagger=a^\dagger a+1$, a spin-up state with oscillator number $n$ has $D^2=p_z^2+2B(n+1)$, and a spin-down state has $D^2=p_z^2+2Bn$. The general formula $D^2=\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B$ gives the same values. With $s=+1$ for spin up and $s=-1$ for spin down,

$$D^2=p_z^2+B(2n+1)+sB=p_z^2+2BN,\qquad N=n+\frac{1+s}{2} .$$

Case's square root now gives the relativistic Landau levels:

$$E=\pm\sqrt{c^4+c^2p_z^2+2c^2BN},\qquad N=0,1,2,\dots$$

For fixed $k$, $p_z$ and sign of $E$, the levels with $N\ge1$ occur twice, as $(n=N,\ \text{down})$ and $(n=N-1,\ \text{up})$. The level $N=0$ occurs once, with $n=0$ and spin down, since its would-be partner needs $n=-1$.

**Limit of zero field at fixed transverse momentum.** If $B\to0$ while $2BN$ is held at a fixed value $p_\perp^2$, the formula becomes $E^2=c^4+c^2(p_z^2+p_\perp^2)$. This is the free relation between energy and momentum, with $2BN$ in the role of the squared transverse momentum.

### The level that stays

For $N=0$ and $p_z=0$ the energy on the positive branch is $c^2$ for every $B$. In the Pauli Hamiltonian the same state has orbital zero-point energy $+B/2$ and spin energy $-B/2$. The cancellation takes place inside $D^2$, before the square root is taken, so no relativistic correction restores a dependence on the field.

Since $D$ is self-adjoint, $\langle\chi,D^2\chi\rangle=\|D\chi\|^2$, so a state on which $D^2$ vanishes is also annihilated by $D$ itself. The matrix form shows this directly. With $\chi=(0,f_0)$ and $p_z=0$,

$$D\chi=\begin{pmatrix}\sqrt{2B}\,af_0\\0\end{pmatrix}=0 .$$

Then $\Theta\chi=0$, the lower pair vanishes, and the full Dirac spinor is $\psi=(0,f_0,0,0)$. Inserted into $H=c^2\tau_3+cD\tau_1$, the second term gives zero and the first gives $c^2\psi$. The energy can thus be read off without any transformation. The negative branch has the partner $(0,0,0,f_0)$ at $-c^2$. The statement that the lowest member stays at $c^2$ refers to the positive branch.

The field changes this state, though not its energy. The width of $f_0$ is proportional to $1/\sqrt B$, so at fixed $k$ a stronger field compresses the electron along $x$. In the Pauli picture the compression costs $\langle p_x^2\rangle/2=B/4$, the term $\langle\pi_y^2\rangle/2$ adds another $B/4$, and the spin energy $-B/2$ cancels their sum.

**Generalization to a varying field.** Uniformity is not needed for this level. Let the field still point along $z$ but have strength $B(x)\ge b>0$, with $A_y'(x)=B(x)$. At $p_z=0$ the spin-down equation is

$$(\pi_x-i\pi_y)f=-i\left[f'+(k+A_y)f\right]=0,$$

with the solution

$$f(x)\propto\exp\left[-\int^x\bigl(k+A_y(x')\bigr)dx'\right].$$

Because $A_y$ grows at least as fast as $bx$ to the right and falls at least as fast to the left, the exponent tends to $-\infty$ at both ends. The state is normalizable and has energy $c^2$. The other levels depend on the shape of $B(x)$.

The condition on the field matters. If $A_y$ tends to the same constant at both ends, as it does when the total flux per unit length in $y$ vanishes, and if $k$ plus this constant is not zero, then $f$ grows at one end. The spin-up equation differs by the sign of the exponent, and its solution grows at the other end. At such $k$ there is no normalizable zero mode.

**An added magnetic moment.** The cancellation also depends on the strength of the spin moment. Add a term $\kappa\,\beta\,\boldsymbol\sigma\cdot\mathbf B$ to the Hamiltonian, with $\kappa$ a constant. The state $(0,f_0,0,0)$ has $\beta=1$ and $\sigma_z=-1$, so it remains an eigenstate, with energy $c^2-\kappa B$. In this extended model the level moves linearly with the field. Its fixed position belongs to the Dirac equation without such a term. A real electron does carry such a term: its anomalous moment corresponds to $\kappa=a/2$ with $a\approx1.16\times10^{-3}$. For $\ell=0.01$ angstrom the linear estimate $\kappa B$ is about 44 eV, and in so strong a field further radiative corrections modify this number. The energies given in this text to 0.1 eV are those of the Dirac equation, not of a real electron.

### The numbers

To put the formula into eV, use $B=1/\ell^2$. The quantity $c\sqrt B=c/\ell$ is then an energy. For $\ell=0.01$ angstrom it is 197327.0 eV, and

$$E_N(p_z=0)=\sqrt{(510999.0)^2+2N(197327.0)^2}\ \text{eV}.$$

For $N=1$ the two terms are $2.61120\times10^{11}$ and $0.77876\times10^{11}$ eV$^2$. Their sum is $3.38996\times10^{11}$ eV$^2$, whose root is 582233.5 eV to the accuracy of the unrounded inputs. The energy $B$ itself, which is the non-relativistic spacing, follows as

$$B=\frac{(c/\ell)^2}{c^2}=\frac{(197327.0)^2}{510999.0}\ \text{eV}=76199.6\ \text{eV}.$$

The table gives the levels at $p_z=0$ with the weight of the lower pair.

| $N$ | $E_N$ (eV) | lower weight |
|---|---|---|
| 0 | 510999.0 | 0 |
| 1 | 582233.5 | 0.0612 |
| 2 | 645656.0 | 0.1043 |
| 3 | 703382.9 | 0.1368 |
| 4 | 756718.9 | 0.1624 |

The weights follow from $\frac12(1-c^2/E)$. For $N=1$ this is $\frac12(1-510999.0/582233.5)=0.0612$. The lower pair grows with $N$ because the transverse momentum grows, and it is absent at $N=0$ because $D$ gives zero there.

### Why the steps shrink

The successive spacings are 71234.5, 63422.5, 57726.9 and 53335.9 eV. To find their law, subtract the squares of neighbouring energies at the same $p_z$:

$$E_{N+1}^2-E_N^2=2c^2B .$$

Dividing by the sum of the energies gives

$$E_{N+1}-E_N=\frac{2c^2B}{E_{N+1}+E_N}=\frac{c^2B}{\bar E},\qquad \bar E=\frac{E_{N+1}+E_N}{2}.$$

The denominator increases with $N$, so the steps decrease. For the first step, $2(197327.0)^2/(582233.5+510999.0)$ gives 71234.5 eV.

The formula has a classical meaning. A classical electron of energy $E$ has velocity $\mathbf v=c^2\boldsymbol\pi/E$ and obeys

$$\frac{d\boldsymbol\pi}{dt}=-\mathbf v\times\mathbf B=-\frac{c^2}{E}\,\boldsymbol\pi\times\mathbf B .$$

The transverse momentum therefore rotates at the angular frequency $c^2B/E$. The quantum spacing equals this frequency evaluated at the mean energy of the two levels. A more energetic electron has more inertia and circles more slowly, and its levels are correspondingly closer.

### Weak and strong fields

At $p_z=0$ the shift from the rest energy is best written without a difference of nearly equal numbers. From $E_N^2-c^4=2c^2BN$,

$$E_N-c^2=\frac{2c^2BN}{E_N+c^2}=\frac{2NB}{1+\sqrt{1+2NB/c^2}} .$$

Put $q=2NB/c^2$. The expansion $\sqrt{1+q}=1+q/2-q^2/8+\dots$ gives

$$E_N-c^2=c^2\left(\frac q2-\frac{q^2}{8}+\dots\right)=NB-\frac{N^2B^2}{2c^2}+\dots$$

The first term is the evenly spaced Landau-Pauli spectrum. The second is a relative change of $-NB/(2c^2)$.

For $\ell=100$ angstrom, a field of 6.58 tesla, the level $N=1$ lies $7.62\times10^{-4}$ eV above the rest energy. It deviates from $B$ by a relative amount of $-7.46\times10^{-10}$. The leading estimate gives the same value: $7.62\times10^{-4}/(2\times510999.0)=7.46\times10^{-10}$, with a minus sign. In this field the relativistic change of the lowest spacing is less than one part in $10^9$. The change grows with $N$. For a real electron the anomalous moment matters far more here: it splits the two states with $N=1$ by about $1.16\times10^{-3}$ of $B$, roughly a million times the relativistic change.

For $\ell=0.01$ angstrom the actual shift of $N=1$ is $71234.5/76199.6=0.935$ of the non-relativistic one, a reduction of 6.5 percent relative to $B$. The leading term alone predicts 7.5 percent. For sufficiently high $N$ the expansion no longer converges. The series diverges for $q>1$, and here

$$q=2N\,\frac{76199.6}{510999.0}=0.298\,N .$$

This is 0.89 for $N=3$ and 1.19 for $N=4$. For the fourth excited level in the table the partial sums of the series in $1/c^2$ therefore do not converge, although the square root gives the energy without difficulty. Truncating the series would still leave $N=0$ in place, since every term contains a power of $N$.

In the opposite limit, $2NB\gg c^2$, the rest energy drops out and $E_N\approx c\sqrt{2NB}$. The levels then grow as the square root of both the field and $N$. The level $N=0$ never enters this regime at $p_z=0$.

### Motion along the field

For non-zero longitudinal momentum the formula can be grouped as

$$E_N(p_z)=\sqrt{E_N(0)^2+c^2p_z^2}.$$

Each Landau level behaves as a particle moving in one dimension with rest energy $E_N(0)$. Its minimum is at $p_z=0$, so $c^2$ is the lower edge of the whole positive spectrum in the uniform field.

Take $p_z=1/\ell$, which is 100 inverse angstrom for the strong field. The momentum adds $(197327.0)^2$ eV$^2$ under the root, half of what one step in $N$ adds. The levels from $N=0$ to $N=4$ are now 547775.4, 614763.2, 675136.7, 730537.8 and 782023.9 eV.

The first value is the energy of the free electron with the same momentum in the first half. For $N=0$ the field has dropped out of the energy at every $p_z$, not only at zero. The reason is again visible in $D$. On $\chi=(0,f_0)$ the transverse part gives zero and $D\chi=-p_z\chi$. The operator acts as a number, as in the simple case at the start, with a minus sign because the spin points down. The lower weight is 0.0336, also equal to the free value. At fixed $k$ the field fixes the profile $f_0(x)$ and the spin of this state, and leaves its longitudinal motion that of a free relativistic particle.

### A false partner in a finite basis

A direct diagonalization of $H$ in a finite set of oscillator functions can show one more state at $c^2$ than the derivation allows. Suppose that $p_z=0$ and that both spin components are expanded in the functions with $n=0,\dots,M-1$ of the field's own oscillator. The exact $a^\dagger$ would turn the function $n=M-1$ into $n=M$, which is missing. The truncated matrix therefore gives zero, and $(f_{M-1},0)$ becomes a zero mode of the truncated $D$ with spin up.

This state is a product of the truncation. For the exact operator its value of $D^2$ is $2BM$, which increases with the basis. It has the same energy as the true zero mode, so a numerical eigensolver may return mixtures of the two. Within this pair, the false state is the combination with spin up and with its weight at the upper edge of the basis. It can be avoided by giving the spin-up component one function fewer. Then $a^\dagger$ maps every retained spin-up function into the retained spin-down space, and one zero mode remains, with spin down.

All numerical values are calculated from the stated model.
